# Correlation factor of a dilute fcc solute in the five-frequency model

## Definitions and conventions

An fcc crystal of cubic edge $a$ contains one substitutional solute and a very small site fraction $c_v$ of vacancies. Positions are taken relative to the solute, in units of $a/2$, with axes $X,Y,Z$ along the cube edges. Each site has twelve neighbours, at the vectors $\mathbf s$ of type $(1,1,0)$, with $|\mathbf s|^2=2$. The twelve neighbours of the solute form the shell; all sites beyond it are called outer sites. A vacancy jumps with these rates:

- $w_2$: exchange with the solute;
- $w_1$: rotation, from one shell site to another;
- $w_3$: dissociation, from the shell to an outer site;
- $w_4$: association, from an outer site to the shell;
- $w_0$: any jump between outer sites.

From a shell site there are one exchange, four rotations and seven dissociations. The seven lead to three geometrically different kinds of site, so a single $w_3$ is an assumption of the model.

Transition-state theory gives $w_i=\nu_i e^{-\beta E_i}$, with $\beta=1/kT$, when barriers are well above $kT$ and the vacancy equilibrates between jumps. Jumps are then Markovian. A dissociation and its reverse share one saddle, so their rates balance in equilibrium:

$$p_s w_3=c_v w_4,\qquad p_s=c_v\frac{w_4}{w_3},\tag{1}$$

where $p_s$ is the probability that a given shell site is vacant. Both $c_v$ and $p_s$ must be small, so that vacancies act on the solute one at a time.

The correlation factor $f$ is the ratio of the solute diffusion coefficient to the value it would have if successive solute jumps were uncorrelated. The result to be derived is

$$f=\frac{H}{2w_2+H},\qquad H=2w_1+7Fw_3,\tag{2}$$

where $F$ depends on $x=w_4/w_0$ alone.

**The vacancy-return function.** Let a vacancy be at an outer site $\mathbf r$, and let $R(\mathbf r\to\mathbf s')$ be the probability that it first re-enters the shell at $\mathbf s'$. These probabilities sum to less than one, because in three dimensions the vacancy may never return. Define

$$\boldsymbol\psi(\mathbf r)=\sum_{\mathbf s'}R(\mathbf r\to\mathbf s')\,\mathbf s',\qquad \sum_{\mathbf r\in\text{diss}(\mathbf s)}\boldsymbol\psi(\mathbf r)=7(1-F)\,\mathbf s.\tag{3}$$

The second sum runs over the seven dissociation targets of $\mathbf s$. It is parallel to $\mathbf s$: for $\mathbf s=(1,1,0)$, the reflection $Z\to-Z$ removes the $Z$ component and the exchange $X\leftrightarrow Y$ makes the other two equal. Thus $1-F$ is the mean projection of the return site on the departure direction, in units of the shell radius $|\mathbf s|$, with loss counted as zero. Between dissociation and return only jumps with rates $w_4$ and $w_0$ occur, and the probabilities of paths depend only on ratios of rates. Hence $F=F(x)$.

## First derivation: the sum over later jumps

The mean square displacement after many solute jumps $\mathbf s_n$ contains the squares $|\mathbf s_n|^2$ and twice the products of different jumps. Dividing by the sum of squares gives

$$f=1+\frac{2}{|\mathbf s_0|^2}\sum_{n\ge1}\langle\mathbf s_0\cdot\mathbf s_n\rangle.\tag{4}$$

To lowest order in $c_v$, jumps caused by a different vacancy are uncorrelated with $\mathbf s_0$. Only later exchanges with the same vacancy contribute, and their expected number is finite.

Let $\boldsymbol\Phi(\mathbf r)$ be the expected total future displacement of the solute due to a vacancy now at $\mathbf r$. When the solute jumps by $\mathbf s_0$, the vacancy takes its old site and lies at $-\mathbf s_0$. The sum in (4) is therefore $\mathbf s_0\cdot\boldsymbol\Phi(-\mathbf s_0)$. The symmetry argument used below (3) gives $\boldsymbol\Phi(\mathbf s)=\kappa\mathbf s$ on the shell, with one number $\kappa$ for all twelve sites. Hence

$$f=1-2\kappa.\tag{5}$$

To find $\kappa$, consider the next jump of a vacancy at $\mathbf s$. An exchange displaces the solute by $\mathbf s$ and leaves a future displacement $\boldsymbol\Phi(-\mathbf s)=-\kappa\mathbf s$. The other jumps displace the solute by nothing and only change the starting point. Weighting each outcome by its rate and multiplying by the total rate gives

$$(w_2+4w_1+7w_3)\kappa\mathbf s=w_2(1-\kappa)\mathbf s+w_1\kappa\sum_{\text{rot}}\mathbf s'+w_3\sum_{\text{diss}}\boldsymbol\Phi(\mathbf r).\tag{6}$$

For $\mathbf s=(1,1,0)$ the rotation targets are $(1,0,\pm1)$ and $(0,1,\pm1)$. Their sum is $(2,2,0)=2\mathbf s$. From an outer site the solute cannot move until the vacancy returns, so $\boldsymbol\Phi(\mathbf r)=\kappa\boldsymbol\psi(\mathbf r)$, and (3) gives the last sum as $7(1-F)\kappa\mathbf s$. Equation (6) becomes

$$(w_2+4w_1+7w_3)\kappa=w_2-w_2\kappa+2w_1\kappa+7(1-F)w_3\kappa.$$

Collecting the terms in $\kappa$ on the left,

$$(2w_2+2w_1+7Fw_3)\kappa=w_2,\qquad \kappa=\frac{w_2}{2w_2+H}.\tag{7}$$

Inserting this in (5) gives $f=1-2w_2/(2w_2+H)=H/(2w_2+H)$, which is (2).

The diffusion coefficient follows from the solute jump rate, $12p_sw_2$, and the squared jump length, $a^2/2$:

$$D_2=\frac16\,(12p_sw_2)\,\frac{a^2}{2}\,f=a^2c_v\,w_2\frac{w_4}{w_3}\,f.\tag{8}$$

## Second derivation: drift under a weak force

Now let a weak constant force $\mathbf P$ act on the solute alone. The saddle of an exchange lies halfway along the jump, so the work done up to the saddle is $\tfrac12(a/2)\mathbf P\cdot\mathbf s$. To first order, the rate of an exchange that moves the solute by $\mathbf s$ is

$$w_2(1+\boldsymbol\varepsilon\cdot\mathbf s),\qquad \boldsymbol\varepsilon=\frac{\beta a}{4}\mathbf P.\tag{9}$$

Rates $w_0,w_1,w_3,w_4$ are unchanged. In the steady state the vacancy occupation around the solute is $p(\mathbf r)=p_0(\mathbf r)[1+u(\mathbf r)]$, where $p_0$ is the equilibrium occupation, $u$ is linear in the force, and $u\to0$ far away.

For an unbiased jump between $\mathbf r$ and $\mathbf r'$, with rates $k(\mathbf r\to\mathbf r')$ and $k(\mathbf r'\to\mathbf r)$, detailed balance gives the net gain at $\mathbf r$:

$$p(\mathbf r')k(\mathbf r'\to\mathbf r)-p(\mathbf r)k(\mathbf r\to\mathbf r')=p_0(\mathbf r)k(\mathbf r\to\mathbf r')[u(\mathbf r')-u(\mathbf r)].\tag{10}$$

At outer sites the sum of these gains vanishes. This is the same linear equation that a first-return average obeys, so $u$ outside is the return-weighted average of its shell values.

By symmetry and linearity $u(\mathbf s)=b\,\boldsymbol\varepsilon\cdot\mathbf s$ on the shell. An exchange brings a vacancy to $\mathbf s$ from $-\mathbf s$, moving the solute by $-\mathbf s$. The net gain at $\mathbf s$ from exchanges is, to first order,

$$p_sw_2\{[1+u(-\mathbf s)](1-\boldsymbol\varepsilon\cdot\mathbf s)-[1+u(\mathbf s)](1+\boldsymbol\varepsilon\cdot\mathbf s)\}=-2p_sw_2(1+b)\,\boldsymbol\varepsilon\cdot\mathbf s.$$

Rotations contribute $p_sw_1(2-4)b\,\boldsymbol\varepsilon\cdot\mathbf s$, because the four targets sum to $2\mathbf s$. Dissociations and their reverses contribute $p_sw_3[7(1-F)-7]b\,\boldsymbol\varepsilon\cdot\mathbf s$, by (3). The total gain must vanish:

$$-2w_2(1+b)-2w_1b-7Fw_3b=0,\qquad b=-\frac{2w_2}{2w_2+H}.\tag{11}$$

The negative sign means that vacancies are depleted ahead of the pulled solute and accumulate behind it, which opposes the drift. The drift velocity is

$$\mathbf v=\frac a2\,p_sw_2\sum_{\mathbf s}\mathbf s\,[u(\mathbf s)+\boldsymbol\varepsilon\cdot\mathbf s]=\frac a2\,p_sw_2(1+b)\,8\boldsymbol\varepsilon=a^2p_sw_2(1+b)\,\beta\mathbf P.\tag{12}$$

The factor 8 is $\sum_{\mathbf s}s_X^2$; mixed sums such as $\sum s_Xs_Y$ vanish. The Einstein relation $\mathbf v=\beta D_2\mathbf P$ gives $D_2=a^2p_sw_2(1+b)$. Without the polarization $u$ the factor $1+b$ would be 1, so

$$f=1+b=\frac{H}{2w_2+H},$$

in agreement with (2) and (8).

## The return function in closed form

Both derivations need $F(x)$. Write $\psi$ for the $X$ component of $\boldsymbol\psi$, with $\psi(\mathbf s)=s_X$ on the shell and $\psi\to0$ at infinity. Let an outer site have $m$ shell neighbours, and let $\bar s$ be the average of $s_X$ over them. Balancing the next jump, in units of $w_0$, gives

$$(12-m)\psi(\mathbf r)-\sum_{\text{outer}}\psi(\mathbf r')+x\,m[\psi(\mathbf r)-\bar s]=0.$$

Let $\mathcal D\psi=12\psi-\sum_{\text{outer}}\psi'$, the operator for equal jump rates with an absorbing shell. Then

$$\mathcal D\psi=m[(1-x)\psi+x\bar s].\tag{13}$$

The right-hand side is non-zero only at sites that touch the shell. Since $\psi$ is odd in $X$ and symmetric under the operations that preserve the $X$ axis, four amplitudes $\phi_i$ describe it there. For representative sites $(2,0,0)$, $(2,1,1)$, $(1,2,1)$, $(2,2,0)$, in this order, enumeration gives

- numbers of equivalent sites $n=(2,8,16,8)$;
- numbers of shell neighbours $m=(4,2,2,1)$;
- neighbour averages $\bar s=(1,1,\tfrac12,1)$.

Sites with $X=0$ have zero amplitude. Let $K$ be the block of the full inverse $\mathcal D^{-1}$ that links these four classes (it gives the amplitude on one class due to a unit source on another), $M=\text{diag}(m)$ and $A=KM$. Equation (13) becomes $\phi=A[(1-x)\phi+x\bar s]$, so

$$\phi=x[I+(x-1)A]^{-1}A\bar s.\tag{14}$$

The dissociation targets of $(1,1,0)$ are $(2,0,0)$, $(0,2,0)$, $(2,2,0)$, $(2,1,\pm1)$ and $(1,2,\pm1)$. The $X$ component of (3) is therefore

$$7(1-F)=\phi_1+2\phi_2+2\phi_3+\phi_4.\tag{15}$$

**The matrix $K$.** Add the shell as class 0, with amplitude $s_X$ and $n_0=8$. On the full lattice the operator $12-\sum'$ has the Fourier symbol $\Lambda=12-4(c_Xc_Y+c_Yc_Z+c_Zc_X)$, where $c_X=\cos k_X$ and so on. An odd unit source on class $j$ has the transform $B_j=\sum b_j(\mathbf r)\sin\mathbf k\cdot\mathbf r$, where $b_j=\pm1$ has the sign of $X$ on its sites. Summation gives

$$\begin{aligned}B_0&=4\sin k_X(c_Y+c_Z),\qquad B_1=2\sin2k_X,\\ B_2&=8\sin2k_X\,c_Yc_Z,\\ B_3&=8\sin k_X(\cos2k_Y\,c_Z+c_Y\cos2k_Z),\\ B_4&=4\sin2k_X(\cos2k_Y+\cos2k_Z).\end{aligned}$$

The amplitude on class $i$ due to a source on class $j$ is $G_{ij}=\langle B_iB_j/\Lambda\rangle/n_i$, averaged over $-\pi<k_X,k_Y,k_Z\le\pi$. A compensating source on the shell makes the field vanish there, which is the absorbing condition:

$$K_{ij}=G_{ij}-\frac{G_{i0}G_{0j}}{G_{00}}.\tag{16}$$

**Diagonal form.** The matrix $n_iK_{ij}$ is symmetric. With $W=\text{diag}(n_im_i)$, so is $S=W^{1/2}AW^{-1/2}$. Let its eigenvalues be $\alpha_j$ and its orthonormal eigenvectors $\mathbf e_j$. The coefficients $(1,2,2,1)$ in (15) equal $n_im_i\bar s_i/8$, so with $\mathbf y=W^{1/2}\bar s$,

$$7(1-F)=\sum_{j=1}^4\frac{c_j\,x\alpha_j}{1-\alpha_j+x\alpha_j},\qquad c_j=\frac{(\mathbf e_j\cdot\mathbf y)^2}{8}.\tag{17}$$

The weights are non-negative and sum to $|\mathbf y|^2/8=(8+16+8+8)/8=5$.

An eigenvector of $A$ extends to an outer field with $\mathcal D\psi=m\psi/\alpha$. Multiplying by $\psi$ and summing over outer sites gives

$$\sum_{\text{outer bonds}}(\psi-\psi')^2+\sum m\psi^2=\frac1\alpha\sum m\psi^2.$$

The bond sum is positive because a decaying non-zero field is not constant. Hence $0<\alpha_j<1$. Each term of (17) increases with $x$, so $F$ falls monotonically from 1 at $x=0$ to $1-5/7=2/7$ as $x\to\infty$.

The upper limit describes a vacancy that never returns. At the lower limit it returns at once, but not necessarily to the site it left, so some direction is still forgotten. For this reason $F$ is not an escape probability. The computed modes are

$$\begin{aligned}\alpha&=0.08632,\ 0.16056,\ 0.25583,\ 0.42517,\\ c&=0.13566,\ 0.05249,\ 1.28301,\ 3.52884.\end{aligned}$$

They give $F=0.959$, $0.736$ and $0.400$ at $x=0.1$, $1$ and $10$.

## Limits

**Equal rates.** For $x=1$ and all rates equal, the solute is a tracer of the host. The field $\psi$ then has a source on the shell alone. At a shell site the operator $12-\sum'$, divided by $s_X$, gives $12-0-2-7(1-F)=3+7F$: the solute site contributes zero, the rotations 2 and the outer sites $7(1-F)$. This source must produce unit amplitude on the shell, so $(3+7F)g=1$ with

$$g=G_{00}=\left\langle\frac{\sin^2k_X(c_Y+c_Z)^2}{2(3-c_Xc_Y-c_Yc_Z-c_Zc_X)}\right\rangle=0.12268.$$

Equation (2) becomes

$$f_0=\frac{2+7F}{4+7F}=\frac{1/g-1}{1/g+1}=\frac{1-g}{1+g}=0.78145.\tag{18}$$

**Fast exchange.** If $w_2\gg H$, then $f\approx H/2w_2$ and $D_2\approx\tfrac12a^2c_v(w_4/w_3)H$. The exchange rate has cancelled. The solute jumps back and forth many times, and net motion is limited by rotation and dissociation.

**Slow exchange.** If $w_2\ll H$, then $f\to1$: the vacancy loses its direction before it exchanges again.

**Rare dissociation.** If $7Fw_3\ll2w_1$, then $f\approx w_1/(w_1+w_2)$. The bound pair can still migrate, because rotations connect the shell sites. If $w_1$ also vanishes, so does $f$. In this regime $p_s$ can become large, and (8) holds only while $p_s$ remains small.

## A worked case

The parameters are round model values, not those of a particular alloy: a common prefactor of 5 THz and barriers $E_0,\dots,E_4=0.70,\,0.65,\,0.60,\,0.75,\,0.65$ eV. The solute binds a vacancy by $E_3-E_4=0.10$ eV. At 1000 K the rates, per nanosecond, are

$$w_0=1.4829,\quad w_1=w_4=2.6492,\quad w_2=4.7326,\quad w_3=0.8301.$$

With $x=2.6492/1.4829=1.786$, equation (17) gives $F=0.6386$. Then, per nanosecond,

$$H=2(2.6492)+7(0.6386)(0.8301)=9.009,$$

$$f=\frac{9.009}{2(4.7326)+9.009}=0.488.$$

Setting $F=1$, which ignores all returns after dissociation, would give 0.540, about 11% above the model's own value.

Host tracer diffusion has $D_0=a^2c_vw_0f_0$, by (8) with equal rates. The vacancy concentration cancels in the ratio:

$$\frac{D_2}{D_0}=\frac{w_2}{w_0}\,\frac{w_4}{w_3}\,\frac{f}{f_0}=3.191\times3.191\times\frac{0.4877}{0.7815}=6.36.$$

The first two factors are equal because both correspond to an energy difference of 0.10 eV. Faster exchange and vacancy binding each contribute a factor of about three to the uncorrelated product; correlation removes roughly 38% of that product relative to the host. These factors are not separate gains in $D_2$, because $f$ depends on the same rates. Raising $w_2$ alone from $w_0$ to its present value lowers $f$ from 0.752 to 0.488, so $D_2$ grows only by a factor of 2.07.

**Temperature dependence.** Differentiating $\ln f=\ln H-\ln(2w_2+H)$ and using $2w_2/(2w_2+H)=1-f$ gives

$$d\ln f=(1-f)(d\ln H-d\ln w_2).$$

With $E_H=-d\ln H/d\beta$, correlation therefore adds to the activation energy of $D_2$ the term

$$C=-\frac{d\ln f}{d\beta}=(1-f)(E_H-E_2).\tag{19}$$

Since $dx/d\beta=-x(E_4-E_0)$, the energy $E_H$ includes the change of $F$:

$$E_H=\frac{2w_1E_1+7w_3[FE_3+xF'(x)(E_4-E_0)]}{H}=0.6967\ \text{eV}.$$

Thus $C=0.5123\times0.0967\ \text{eV}=0.0495$ eV. If $E_f$ is the vacancy formation energy, the local activation energy of $D_2$ is

$$E_f+E_2-(E_3-E_4)+C=E_f+0.5495\ \text{eV},$$

against $E_f+0.70$ eV for the host. The positive $C$ appears directly in $f$, which rises from 0.379 at 700 K to 0.555 at 1300 K: here $E_2$ lies below $E_H$, so exchange outgrows $H$ on cooling. By (19) the sign of $C$ is that of $E_H-E_2$. A lowest exchange barrier does not guarantee a positive $C$, because the term $xF'(x)(E_4-E_0)$ is negative when $E_4>E_0$ and can bring $E_H$ below $E_2$.

The correlation sum (4) was also evaluated by following the vacancy distribution through repeated exchanges, without using $F$. For four rate sets, including this one, it agrees with (2) to about $10^{-6}$, as the numerical output shows.

## What each derivation assumes

The first derivation follows trajectories. For $f$ it needs Markovian jumps, equivalent shell sites and a convergent sum over returns. The equilibrium occupation (1) enters only when $f$ is converted into $D_2$.

The second follows a steady state. It uses detailed balance at the start, to turn the occupation equation into the return problem, and it needs linear response and the Einstein relation. In exchange it yields $D_2$ directly and shows correlation as a vacancy polarization that opposes the drift. The two amplitudes are related by $b=-2\kappa$: the response to the force measures the same memory as the later jumps do.

Both use the same $F$, so their agreement does not check that function; the direct correlation sum does. Both also share the limits of the model. If the solute changes jump rates beyond those listed, $F$ is no longer a function of $w_4/w_0$ alone. If strain makes the shell sites inequivalent, one number $\kappa$ or $b$ no longer suffices, and diffusion may become anisotropic. If vacancies or solutes are close enough to interact, the single-vacancy balances (6) and (11) fail.

## Computed results

```
Correlation factor: definition versus formula (dimensionless)
  equal rates: w1..w4 over w0 = 1.000, 1.000, 1.000, 1.000
    definition 0.781452, formula 0.781451
  example: w1..w4 over w0 = 1.786, 3.191, 0.560, 1.786
    definition 0.487657, formula 0.487656
  slow association: w1..w4 over w0 = 0.300, 4.000, 0.500, 0.200
    definition 0.323704, formula 0.323704
  fast association: w1..w4 over w0 = 0.500, 2.000, 1.000, 6.000
    definition 0.510936, formula 0.510936
Return function, modes (alpha_i, c_i), dimensionless
  alpha = 0.086320, c = 0.135658
  alpha = 0.160561, c = 0.052490
  alpha = 0.255826, c = 1.283014
  alpha = 0.425168, c = 3.528838
Harmonic-extension identity, largest error: 9.4e-16
F at w4/w0 = 0: 1.00000
F at w4/w0 = 0.1: 0.95887
F at w4/w0 = 1: 0.73590
F at w4/w0 = 10: 0.39960
F at w4/w0 = 100: 0.29985
F limit for w4/w0 to infinity: 0.28571
Zone integral g: 0.122680
Host tracer correlation factor f0: 0.781451
Model prefactor: 5.0 THz
Barriers E0..E4: 0.70, 0.65, 0.60, 0.75, 0.65 eV
Vacancy-solute binding E3 - E4: 0.10 eV
Temperature: 1000 K, kT = 0.08617 eV
  w0 = 1.4829 per ns, w0/w0 = 1.0000
  w1 = 2.6492 per ns, w1/w0 = 1.7864
  w2 = 4.7326 per ns, w2/w0 = 3.1914
  w3 = 0.8301 per ns, w3/w0 = 0.5598
  w4 = 2.6492 per ns, w4/w0 = 1.7864
First-shell occupation over bulk, w4/w3: 3.1914
F in the example: 0.63861
H = 2 w1 + 7 F w3: 9.0092 per ns
Solute correlation factor f: 0.48766
f if F is set to 1: 0.53995
D2/D0 (solute over host tracer): 6.3558
Energy E_H of H: 0.69669 eV
Activation term C, formula: 49.539 meV
Activation term C, differences: 49.539 meV
At 700 K: w4/w0 = 2.2908, F = 0.59650, f = 0.37896
At 1300 K: w4/w0 = 1.5626, F = 0.66146, f = 0.55492
```
